# Multiplets of a C3v e² shell from single determinants and constrained DFT: a numerical check

```python
# e^2 shell of a C3v centre: real e orbitals x, y (x mirror-even), e+- = (x +- i y)/sqrt2,
# J=(xx|yy), K=(xy|xy), E0 = core + 2h, D(u v') = determinant, u spin up, v spin down.
# Under test: 3A2=E0+J-K, 1E=E0+J+K, 1A1=E0+J+3K; D=E0+J+K+K(n1 m1+n3 m3) for Bloch vectors
# n, m of u, v; sum rules; 1A1 is no determinant (weight<=1/2); D(++')=D(+-') for density
# functionals; E(occupations 1/2)-D(++') = ax (J-K)/2; mixing with the a1 orbital.
# Mismatch of the two 1E routes, delta = 2[D(xy')-D(xy)] - [D(++')-D(xy)]: with Q the energy
# term quadratic in the spin density, Q_T = 2 Q_xy' in LDA (delta starts at fourth order),
# while a GGA breaks this at second order.
# Example: triplet CH3N, 6-31G*, C3 axis along (111) so that the Lebedev grid keeps C3v.
import numpy as np, sympy as sp
from scipy.constants import physical_constants
from scipy.linalg import expm
from scipy.optimize import minimize
from pyscf import gto, scf, dft, mcscf, fci

eV = physical_constants['Hartree energy in eV'][0]
rng = np.random.default_rng(1)
TOL = 1e-6  # hartree, limited by the ROHF gradient threshold
rCN, rCH, ang = 1.42, 1.10, 110.0
axis = np.ones(3)/np.sqrt(3); perp = np.array([1, 1, -2])/np.sqrt(6)
H1 = rCH*(np.cos(np.radians(ang))*axis + np.sin(np.radians(ang))*perp)
atoms = [('C', np.zeros(3)), ('N', rCN*axis)] + [('H', np.roll(H1, k)) for k in range(3)]
mol = gto.M(atom=atoms, basis='6-31g*', spin=2, verbose=0)
mf = scf.ROHF(mol); mf.chkfile = None
mf.conv_tol = 1e-11; mf.conv_tol_grad = 1e-7; mf.max_cycle = 150
mf.kernel(); assert mf.converged
nao = mol.nao
grids = dft.gen_grid.Grids(mol); grids.level = 2; grids.build()
w = grids.weights
ao = np.ascontiguousarray(dft.numint.eval_ao(mol, grids.coords, deriv=1))
aoflat = ao.reshape(-1, nao)
aoC3 = dft.numint.eval_ao(mol, np.ascontiguousarray(grids.coords[:, [1, 2, 0]]))
aoSV = dft.numint.eval_ao(mol, np.ascontiguousarray(grids.coords[:, [1, 0, 2]]))

def rep(C, aoop):  # matrix M with phi(op r) = phi(r) M, and weighted residual
    p, q = ao[0] @ C, aoop @ C
    M = np.linalg.solve(p.T @ (w[:, None]*p), p.T @ (w[:, None]*q))
    return M, np.sqrt(abs(np.sum(w[:, None]*(q - p @ M)**2)))

core, eo, virt = (mf.mo_coeff[:, mf.mo_occ == o] for o in (2, 1, 0))
M, _ = rep(eo, aoSV)
eo = eo @ np.linalg.eigh((M + M.T)/2)[1][:, ::-1]
(SV, r1), (C3, r2) = rep(eo, aoSV), rep(eo, aoC3)
assert r1 < 1e-5 and r2 < 1e-5 and abs(np.trace(C3) + 1) < 1e-5
assert np.allclose(SV, np.diag([1, -1]), atol=1e-5)
ia = max(i for i in range(7) if rep(core[:, [i]], aoC3)[0][0, 0] > 0.999)
a1 = core[:, [ia]]; core6 = np.delete(core, ia, axis=1)
x, y = eo[:, [0]], eo[:, [1]]

eri = mol.intor('int2e'); hc = mf.get_hcore(); ovl = mol.intor('int1e_ovlp')
Jm = eri.reshape(nao**2, -1)
Km = np.ascontiguousarray(eri.transpose(1, 2, 3, 0)).reshape(nao**2, -1)

def energy(Ca, Cb, xc, fa=None, fb=None):
    ax = 1.0 if xc == 'HF' else dft.libxc.hybrid_coeff(xc)
    e, Dt, rho = mol.energy_nuc(), 0, []
    for C, f in ((Ca, fa), (Cb, fb)):
        f = np.ones(C.shape[1]) if f is None else f
        D = (C*f) @ C.conj().T; d = D.ravel(); Dt = Dt + d.real
        e -= 0.5*ax*(d @ (Km @ d.real + 1j*(Km @ d.imag))).real
        if xc != 'HF':
            r = 0
            for part in ((C.real, C.imag) if np.iscomplexobj(C) else (C,)):
                p = (aoflat @ part).reshape(4, len(w), -1)
                r = r + (p[0]*p) @ f
            r[1:] *= 2; rho.append(r)
    e += hc.ravel() @ Dt + 0.5*Dt @ (Jm @ Dt)
    if xc != 'HF':
        rr = np.array(rho)
        arg = rr[:, 0] if xc.startswith('LDA') else rr
        exc = dft.libxc.eval_xc(xc, (arg[0], arg[1]), spin=1, deriv=0)[0]
        e += np.sum(w*exc*(rr[0, 0] + rr[1, 0]))
    return e

hs = lambda *a: np.hstack(a)
det = lambda u, v, xc: energy(hs(core, eo @ u[:, None]), hs(core, eo @ v[:, None]), xc)
s1 = np.array([[0, 1], [1, 0]]); s2 = np.array([[0, -1j], [1j, 0]]); s3 = np.diag([1, -1])
spinor = lambda n: np.linalg.eigh(n[0]*s1 + n[1]*s2 + n[2]*s3)[1][:, 1]
act = hs(a1, x, y)
g3 = np.einsum('mnls,mi,nj,lk,sp->ijkp', eri, act, act, act, act, optimize=True)
g = g3[1:, 1:, 1:, 1:]
J, K, Jxx = g[0, 0, 1, 1], g[0, 1, 0, 1], g[0, 0, 0, 0]
assert abs(Jxx - J - 2*K) < TOL and abs(g[1, 1, 1, 1] - Jxx) < TOL
assert abs(g[0, 0, 0, 1]) < TOL and abs(g[1, 1, 0, 1]) < TOL and K > 1e-3
Ec = energy(core, core, 'HF'); h = energy(hs(core, x), core, 'HF') - Ec
assert abs(energy(hs(core, y), core, 'HF') - Ec - h) < TOL
E0 = Ec + 2*h; ET, EE, EA = E0 + J - K, E0 + J + K, E0 + J + 3*K
assert abs(ET - mf.e_tot) < TOL

def ci(mo, norb, nel, gg):  # full CI matrix of the active space, built by pyscf
    h1, ec = mcscf.CASCI(mf, norb, nel).get_h1eff(mo)
    addr, Hm = fci.direct_spin1.pspace(h1, np.ascontiguousarray(gg), norb, nel)
    o = np.argsort(addr); ev, vec = np.linalg.eigh(Hm[np.ix_(o, o)])
    return ev + ec, vec

ev2, v2 = ci(hs(core, eo, virt), 2, (1, 1), g)
assert np.allclose(ev2, [ET, EE, EE, EA], atol=TOL, rtol=0)
cs = [v2[:, k].reshape(2, 2) for k in range(4)]
chi = lambda R, ks: sum(np.sum(cs[k]*(R @ cs[k] @ R.T)) for k in ks)
chars = [[chi(R, ks) for R in (C3, SV)] for ks in ([0], [1, 2], [3])]
assert np.allclose(chars, [[1, -1], [-1, 0], [1, 1]], atol=1e-4)
for c in cs:  # all four real Ms=0 states share one density matrix
    assert np.allclose(c @ c.T, np.eye(2)/2, atol=1e-4) and np.allclose(c.T @ c, np.eye(2)/2, atol=1e-4)
for _ in range(20):
    n, m = rng.normal(size=(2, 3)); n /= np.linalg.norm(n); m /= np.linalg.norm(m)
    u, v = spinor(n), spinor(m)
    assert abs(det(u, v, 'HF') - (E0 + J + K + K*(n[0]*m[0] + n[2]*m[2]))) < TOL
    wt = abs(v2.T @ np.outer(u, v).ravel())**2
    ref = [(1 - n @ m)/4, (1 + n[1]*m[1])/2, (1 + n @ m - 2*n[1]*m[1])/4]
    assert np.allclose([wt[0], wt[1] + wt[2], wt[3]], ref, atol=1e-4)

# Pfaffian criterion, spin-orbital index 2*orbital+spin
pf = lambda C: C[0, 1]*C[2, 3] - C[0, 2]*C[1, 3] + C[0, 3]*C[1, 2]
p_, q_, r_ = sp.symbols('p q r'); S = sp.Matrix([[p_, q_], [q_, r_]]); ep = sp.Matrix([[0, 1], [-1, 0]])
assert sp.expand(pf(sp.kronecker_product(S, ep)) - S.det()) == 0
assert sp.expand(pf(sp.kronecker_product(ep, S)) + S.det()) == 0
U, V = sp.Matrix(sp.symbols('u0:4')), sp.Matrix(sp.symbols('v0:4'))
assert sp.expand(pf(U*V.T - V*U.T)) == 0
iu = np.triu_indices(4, 1); prs = list(zip(*iu)); en = np.array([[0, 1], [-1, 0]])
I = lambda p, q, r, s: g[p//2, r//2, q//2, s//2]*(p % 2 == r % 2)*(q % 2 == s % 2)
H6 = np.array([[I(p, q, r, s) - I(p, q, s, r) for r, s in prs] for p, q in prs])

def wedge(z):  # most general (complex, non-collinear) determinant in the shell
    c = z[:8] + 1j*z[8:]; W = (np.outer(c[:4], c[4:]) - np.outer(c[4:], c[:4]))[iu]
    return W/np.linalg.norm(W)
best = lambda f: -min(minimize(lambda z: -f(wedge(z)), rng.normal(size=16), method='BFGS').fun for _ in range(3))
states = [('3A2 Ms=1', np.kron(en, np.diag([1, 0])), J - K, 1), ('3A2 Ms=0', np.kron(en, s1)/2**.5, J - K, .5),
          ('1E real', np.kron(s3, en)/2**.5, J + K, .5), ('1E complex', np.kron(s3 + 1j*s1, en)/2, J + K, 1),
          ('1A1', np.kron(np.eye(2), en)/2**.5, J + 3*K, .5)]
print(f'CH3N C-N {rCN} A, C-H {rCH} A, HCN {ang} deg, 6-31G*, {nao} AOs, {len(w)} grid points')
print(f'ROHF 3A2 energy {mf.e_tot:.6f} hartree; 1 hartree = {eV:.6f} eV')
print(f'J {J*eV:.4f} eV, K {K*eV:.4f} eV, (xx|xx) {Jxx*eV:.4f} eV, J+2K {(J+2*K)*eV:.4f} eV')
print(f'CI(2,2) above 3A2: 1E {(ev2[1]-ev2[0])*eV:.4f} eV, 1A1 {(ev2[3]-ev2[0])*eV:.4f} eV')
for name, C, e, mx in states:
    c = C[iu]; assert np.allclose(H6 @ c, e*c, atol=TOL)
    b = best(lambda W: abs(np.vdot(W, c))**2); assert abs(b - mx) < 1e-5
    print(f'{name}: |Pfaffian| {abs(pf(C)):.3f}, max determinant weight {b:.4f}')
top = best(lambda W: (np.vdot(W, H6 @ W).real - J)/K); assert abs(top - 2) < 1e-4
print(f'highest determinant energy (D-E0-J)/K = {top:.4f}; 1A1 has {(ev2[3]-E0-J)/K:.4f}')

ux, uy = np.eye(2); up, um = spinor([0, 1, 0]), spinor([0, -1, 0])
full = hs(core, eo, virt); A = rng.normal(size=(2, nao, nao)) + 1j*rng.normal(size=(2, nao, nao))
Ra, Rb = [(full @ expm(0.01*(a - a.conj().T)))[:, :8] for a in A]
half = np.r_[np.ones(7), .5, .5]; c, s = np.cos(0.2), np.sin(0.2); frozen = {}

def quad(sign, xc, e0, l=0.05):  # coefficient of l^2 for spin density l (x^2 + sign y^2), fixed density
    d = []
    for t in (l, 2*l):
        df = np.r_[np.zeros(7), t/2, sign*t/2]
        d.append(energy(hs(core, eo), hs(core, eo), xc, half + df, half - df) - e0)
    return (16*d[0] - d[1])/(12*l*l)

print('frozen ROHF orbitals, eV above D(xy):')
for xc, ax in (('HF', 1), ('LDA,VWN', 0), ('PBE', 0), ('PBE0', .25)):
    T = energy(hs(core, eo), core, xc)
    xy, xx, pp, pm = det(ux, uy, xc), det(ux, ux, xc), det(up, up, xc), det(up, um, xc)
    fr = energy(hs(core, eo), hs(core, eo), xc, half, half); frozen[xc] = (T, xy, xx, fr)
    assert abs(pp - pm) < 1e-8 and abs(energy(Ra, Rb, xc) - energy(Ra, Rb.conj(), xc)) < 1e-8
    assert abs(fr - pp - ax*(J - K)/2) < TOL
    dp = det(spinor([0, c, s]), spinor([0, c, -s]), xc) - pp
    dx = det(spinor([s, 0, c]), spinor([-s, 0, c]), xc) - xx
    assert dp < -1e-5 and dx < -1e-5  # neither is a minimum
    Er, Ecx, Ar, Acx = 2*(xy - T), pp - T, 2*(xx - xy), 2*(pm - T)
    print(f" {xc}: xy' {(xy-T)*eV:.3f} xx' {(xx-T)*eV:.3f} ++' {(pp-T)*eV:.3f} +-' {(pm-T)*eV:.3f} frac {(fr-T)*eV:.3f}")
    print(f"   1E real {Er*eV:.3f} complex {Ecx*eV:.3f}; 1A1 real {Ar*eV:.3f} complex {Acx*eV:.3f}")
    print(f"   tilt 0.2 rad: from ++' {dp*eV:.4f}, from xx' {dx*eV:.4f}; delta {(Er-Ecx)*eV:.4f}")
    if xc == 'HF':
        assert np.allclose([Er, Ecx, Ar, Acx], ev2[[1, 1, 3, 3]] - ev2[0], atol=5*TOL, rtol=0)
        assert abs(dp + K*s*s) < TOL and abs(dx + 2*K*s*s) < TOL
    elif ax == 0:
        assert abs(det(C3[:, 0], C3[:, 0], xc) - xx) < TOL
        QT, Qxy = quad(1, xc, fr), quad(-1, xc, fr)
        print(f"   Q_T {QT*eV:.4f}, Q_xy' {Qxy*eV:.4f}, 2Q_xy'-Q_T {(2*Qxy-QT)*eV:.4f}")
        if xc == 'PBE':
            assert abs(Er - Ecx)*eV > 0.01 and abs(2*Qxy - QT)*eV > 1e-3
        else:
            assert abs(2*Qxy - QT) < TOL and QT < -1e-3
print(f'(J-K)/2 {(J-K)/2*eV:.4f} eV, (J-K)/8 {(J-K)/8*eV:.4f} eV')

# Slater exchange: delta from determinant energies against the power series in zeta = m/n
T = energy(hs(core, eo), core, 'LDA,')
dS = 2*(det(ux, uy, 'LDA,') - T) - (det(up, up, 'LDA,') - T)
px, py = (ao[0] @ eo).T; ntot = 2*((ao[0] @ core)**2).sum(1) + px**2 + py**2 + 1e-300
zT2, zx2 = ((px**2 + py**2)/ntot)**2, ((px**2 - py**2)/ntot)**2
wn = -0.75*(3/np.pi)**(1/3)*w*ntot**(4/3)
b, aT, aX, terms = 1.0, 1.0, 1.0, []
for k in range(1, 301):
    b *= (4/3 - (2*k - 2))/(2*k - 1)*(4/3 - (2*k - 1))/(2*k)
    aT = aT*zT2; aX = aX*zx2; terms.append(b*np.sum(wn*(2*aX - aT)))
assert abs(terms[0]) < TOL and abs(dS - sum(terms[1:])) < TOL and dS*eV > 1e-4
print(f'Slater exchange delta {dS*eV:.5f} eV; series: zeta^2 {terms[0]*eV:.5f}, zeta^4 {terms[1]*eV:.5f}, all {sum(terms)*eV:.5f} eV')

def relax(fa, fb):  # UKS-PBE, occupations fixed by overlap with the starting orbitals
    def get_occ(mo_energy=None, mo_coeff=None):
        occ = np.zeros((2, nao))
        for sp_, f in enumerate((fa, fb)):
            pe = (eo.T @ ovl @ mo_coeff[sp_])**2
            i, j = np.argsort(-pe.sum(0))[:2]
            if pe[0, j] > pe[0, i]: i, j = j, i
            pc = ((core.T @ ovl @ mo_coeff[sp_])**2).sum(0); pc[[i, j]] = -1
            occ[sp_, np.argsort(-pc)[:7]] = 1; occ[sp_, [i, j]] = f
        return occ
    m2 = mol.copy(); m2.spin = int(round(sum(fa) - sum(fb))); m2.build()
    ks = dft.UKS(m2); ks.xc = 'PBE'; ks.grids = grids; ks.small_rho_cutoff = 0
    ks.chkfile = None; ks.conv_tol = 1e-9; ks.get_occ = get_occ
    ks.kernel(dm0=np.array([core @ core.T + (eo*np.array(f)) @ eo.T for f in (fa, fb)]))
    assert ks.converged
    o = ks.mo_occ; C = ks.mo_coeff
    assert abs(energy(C[0][:, o[0] > 0], C[1][:, o[1] > 0], 'PBE', o[0][o[0] > 0], o[1][o[1] > 0]) - ks.e_tot) < TOL
    return ks
rl = [relax(*f) for f in (((1, 1), (0, 0)), ((1, 0), (0, 1)), ((1, 0), (1, 0)), ((.5, .5), (.5, .5)))]
for ks, e in zip(rl, frozen['PBE']): assert ks.e_tot < e
k = rl[3]; cx = []
for sp_ in (0, 1):
    o, C = k.mo_occ[sp_], k.mo_coeff[sp_]
    assert np.ptp(k.mo_energy[sp_][o == .5]) < 1e-5
    cx.append(hs(C[:, o == 1], C[:, o == .5] @ up[:, None]))
assert abs(energy(cx[0], cx[1], 'PBE') - k.e_tot) < TOL and abs(energy(cx[0], cx[1].conj(), 'PBE') - k.e_tot) < TOL
T, xy, xx, pp = (ks.e_tot for ks in rl)
print(f'relaxed UKS-PBE D(xy) {T:.6f} hartree, <S^2> {rl[0].spin_square()[0]:.4f}')
print(f" above it: xy' {(xy-T)*eV:.3f} eV (<S^2> {rl[1].spin_square()[0]:.4f}), xx' {(xx-T)*eV:.3f} eV, ++' {(pp-T)*eV:.3f} eV")
print(f' 1E real {2*(xy-T)*eV:.3f} complex {(pp-T)*eV:.3f}; 1A1 real {2*(xx-xy)*eV:.3f} complex {2*(pp-T)*eV:.3f} eV')

ev3, _ = ci(hs(core6, act, virt), 3, (2, 2), g3)
Kax, vE = g3[0, 1, 0, 1], 2*g3[0, 1, 1, 1]; vA = np.sqrt(2)*Kax
Ee4 = energy(hs(core6, eo), hs(core6, eo), 'HF')
Eae3 = energy(hs(core6, eo), hs(core6, a1, y), 'HF') + Kax
E2 = np.linalg.eigvalsh([[EE, vE], [vE, Eae3]]); A2 = np.linalg.eigvalsh([[EA, vA], [vA, Ee4]])
for e, mult in ((ET, 1), (E2[0], 2), (E2[1], 2), (A2[0], 1), (A2[1], 1)):
    assert np.sum(abs(ev3 - e) < 5*TOL) == mult
print(f'a1 mixing: |2(ax|xx)| {abs(vE)*eV:.4f} eV, sqrt2(ax|ax) {vA*eV:.4f} eV')
print(f' unmixed 1E(a1 e3) {(Eae3-ET)*eV:.3f} eV, 1A1(e4) {(Ee4-ET)*eV:.3f} eV above 3A2')
print(f' CI(4,3): 1E {(E2[0]-ET)*eV:.4f} eV (shift {(E2[0]-EE)*eV:.4f}), 1A1 {(A2[0]-ET)*eV:.4f} eV (shift {(A2[0]-EA)*eV:.4f})')
print(f' 1A1-1E {(A2[0]-E2[0])*eV:.4f} eV against 2K {2*K*eV:.4f} eV')
print('no test failed')
```

Printed output:

```
CH3N C-N 1.42 A, C-H 1.1 A, HCN 110.0 deg, 6-31G*, 34 AOs, 38320 grid points
ROHF 3A2 energy -93.994176 hartree; 1 hartree = 27.211386 eV
J 16.2919 eV, K 0.8960 eV, (xx|xx) 18.0840 eV, J+2K 18.0840 eV
CI(2,2) above 3A2: 1E 1.7921 eV, 1A1 3.5842 eV
3A2 Ms=1: |Pfaffian| 0.000, max determinant weight 1.0000
3A2 Ms=0: |Pfaffian| 0.500, max determinant weight 0.5000
1E real: |Pfaffian| 0.500, max determinant weight 0.5000
1E complex: |Pfaffian| 0.000, max determinant weight 1.0000
1A1: |Pfaffian| 0.500, max determinant weight 0.5000
highest determinant energy (D-E0-J)/K = 2.0000; 1A1 has 3.0000
frozen ROHF orbitals, eV above D(xy):
 HF: xy' 0.896 xx' 2.688 ++' 1.792 +-' 1.792 frac 9.490
   1E real 1.792 complex 1.792; 1A1 real 3.584 complex 3.584
   tilt 0.2 rad: from ++' -0.0354, from xx' -0.0707; delta -0.0000
 LDA,VWN: xy' 0.755 xx' 2.303 ++' 1.502 +-' 1.502 frac 1.502
   1E real 1.509 complex 1.502; 1A1 real 3.098 complex 3.005
   tilt 0.2 rad: from ++' -0.0291, from xx' -0.0609; delta 0.0068
   Q_T -1.4743, Q_xy' -0.7372, 2Q_xy'-Q_T 0.0000
 PBE: xy' 0.588 xx' 2.348 ++' 1.716 +-' 1.716 frac 1.716
   1E real 1.176 complex 1.716; 1A1 real 3.520 complex 3.431
   tilt 0.2 rad: from ++' -0.0434, from xx' -0.0693; delta -0.5393
   Q_T -1.6712, Q_xy' -1.0993, 2Q_xy'-Q_T -0.5275
 PBE0: xy' 0.629 xx' 2.389 ++' 1.663 +-' 1.663 frac 3.588
   1E real 1.258 complex 1.663; 1A1 real 3.520 complex 3.327
   tilt 0.2 rad: from ++' -0.0400, from xx' -0.0693; delta -0.4050
(J-K)/2 7.6979 eV, (J-K)/8 1.9245 eV
Slater exchange delta 0.01122 eV; series: zeta^2 -0.00000, zeta^4 0.00971, all 0.01122 eV
relaxed UKS-PBE D(xy) -94.418824 hartree, <S^2> 2.0049
 above it: xy' 0.518 eV (<S^2> 1.0026), xx' 2.057 eV, ++' 1.512 eV
 1E real 1.036 complex 1.512; 1A1 real 3.078 complex 3.025 eV
a1 mixing: |2(ax|xx)| 0.0283 eV, sqrt2(ax|ax) 1.3980 eV
 unmixed 1E(a1 e3) 6.891 eV, 1A1(e4) 13.098 eV above 3A2
 CI(4,3): 1E 1.7919 eV (shift -0.0002), 1A1 3.3830 eV (shift -0.2012)
 1A1-1E 1.5911 eV against 2K 1.7921 eV
no test failed
```
